# Zero-energy kinks of the XXZ chain and the missing Peierls barrier

## Question

I am working through an exercise on domain walls in a spin-1/2 chain with open ends:

$$
H=J\sum_{x=1}^{L-1}\left[\tfrac14-S^z_xS^z_{x+1}-\frac{S^x_xS^x_{x+1}+S^y_xS^y_{x+1}}{\Delta}\right]+\frac{JA}{2}\,(S^z_1-S^z_L),
$$

with $J>0$, $\Delta>1$, $A=\sqrt{1-\Delta^{-2}}$ and dimensionless spin operators. The task is to diagonalize short chains, verify that there are $L+1$ degenerate ground states, and conclude that the quantum kink has no Peierls barrier.

I can do $L=2$ by hand, but I don't see why the count should hold for every $L$. The conclusion also bothers me. A Peierls barrier is the energy needed to push a wall from one lattice position to the next. Equal energies at the resting positions say nothing about what lies between them. Is the "so" justified?

## Answer

Your objection is sound. The count is true, but it does not exclude a barrier by itself. The missing piece is a continuous family of zero-energy kinks, and the same algebra supplies it.

### The end fields complete a square

Define $0<q<1$ by $\Delta=(q+1/q)/2$. Then

$$
A^2=1-\frac{4q^2}{(1+q^2)^2}=\left(\frac{1-q^2}{1+q^2}\right)^2,\qquad A=\frac{1-q^2}{1+q^2}.
$$

Since $\sum_{x=1}^{L-1}(S^z_x-S^z_{x+1})=S^z_1-S^z_L$, the end fields can be shared among the bonds, and $H=J\sum_x h_x$ with

$$
h_x=\tfrac14-S^z_xS^z_{x+1}-\frac{S^+_xS^-_{x+1}+S^-_xS^+_{x+1}}{2\Delta}+\frac A2(S^z_x-S^z_{x+1}).
$$

On $\uparrow\uparrow$ and $\downarrow\downarrow$ this gives zero. The other elements are

- $\uparrow\downarrow$ diagonal: $\tfrac14+\tfrac14+\tfrac A2=\dfrac{1}{1+q^2}$;
- $\downarrow\uparrow$ diagonal: $\tfrac14+\tfrac14-\tfrac A2=\dfrac{q^2}{1+q^2}$;
- off-diagonal: $-\dfrac1{2\Delta}=-\dfrac{q}{1+q^2}$.

These are the elements of a projector:

$$
h_x=|\xi\rangle\langle\xi|,\qquad |\xi\rangle=\frac{|\!\uparrow\downarrow\rangle-q\,|\!\downarrow\uparrow\rangle}{\sqrt{1+q^2}}.
$$

Hence $H\ge0$. For $L=2$ the levels are $0,0,0,J$, which is your hand calculation.

### Why there are $L+1$ ground states

A sum of non-negative terms vanishes only if each term does. A zero-energy state must therefore obey, on every bond and for every arrangement of the other spins,

$$
a(\dots\uparrow\downarrow\dots)=q\,a(\dots\downarrow\uparrow\dots).
$$

Moving a down spin one site to the right multiplies the amplitude by $q$. Such moves connect all configurations with the same number $n$ of down spins, because any of them can be brought to the one with all down spins at the left. One amplitude thus fixes all the others, and there is at most one solution for each $n$. A solution exists:

$$
\psi_n=\sum_{x_1<\dots<x_n}q^{\,x_1+\dots+x_n}\,|x_1,\dots,x_n\rangle ,
$$

where the $x_i$ are the down sites. Since $n=0,1,\dots,L$, there are exactly $L+1$ ground states.

To see this numerically, build the $2^L\times2^L$ matrix from the spin operators and count the zero eigenvalues. For $L=2,\dots,9$ I find $3,4,\dots,10$, at each of $q=0.2$, $0.5$ and $0.8$.

### Why this is not yet the absence of a barrier

Far from the ends, $\psi_{n+1}$ is $\psi_n$ with the wall shifted by one lattice spacing. Translation symmetry alone would make those energies equal. What is needed is a wall whose centre can be placed anywhere. Any superposition of $\psi_n$ and $\psi_{n+1}$ has zero energy and an intermediate mean position, because every sector has a zero-energy state. What remains to be shown is that superpositions of the ground states include a single wall of fixed shape at every centre.

Superpose the ground states with weights $z^n$, where $z$ is a complex number:

$$
\sum_{n=0}^{L}z^n\psi_n=\bigotimes_{x=1}^{L}\bigl(|\!\uparrow\rangle+z\,q^x|\!\downarrow\rangle\bigr).
$$

Expanding the product proves this, since each chosen down site $x$ contributes a factor $zq^x$. The right side is a product state, with one definite spin direction per site, and it has zero energy for every $z$.

Write $q=e^{-\kappa}$ and $z=e^{\kappa x_0}e^{i\varphi}$. The ratio of down to up amplitude at site $x$ is $e^{-\kappa(x-x_0)}e^{i\varphi}$, so

$$
\langle S^z_x\rangle=\frac12\,\frac{1-e^{-2\kappa(x-x_0)}}{1+e^{-2\kappa(x-x_0)}}=\frac12\tanh\kappa(x-x_0).
$$

This is a wall of width $1/\kappa$, centred at any real $x_0$, whose spins tilt towards azimuth $\varphi$. Its energy is zero for all $x_0$ and $\varphi$. That is the absence of a Peierls barrier.

It does not make the wall move by itself. These states are annihilated by $H$, so they are stationary. Even a uniform field term $b\sum_xS^z_x$ does not shift the wall. It gives $\psi_n$ the energy $b(L/2-n)$, hence a phase $e^{ibnt/\hbar}$ apart from a common factor. This amounts to $z\to ze^{ibt/\hbar}$: the azimuth turns while $x_0$ stays fixed. If no other excitations are present, translation requires something that changes the total $S^z$, such as a suitable torque, or damping in the presence of a field. A spin wave that crosses the wall can also move it: the reversed spin it carries changes sign relative to its surroundings, and the wall shifts by two sites towards the side the wave came from, so that the total $S^z$ is conserved.

### A chain where the inference fails

Take spin 1, with

$$
H_1=J\sum_x\left[1-S^z_xS^z_{x+1}-\frac{S^x_xS^x_{x+1}+S^y_xS^y_{x+1}}{\Delta}\right]+JA(S^z_1-S^z_L)+D\sum_x\bigl[1-(S^z_x)^2\bigr].
$$

Regard each spin 1 as a symmetric pair of spins 1/2. The exchange and end-field part is then a sum of the projectors above over the four pairs on each bond, so it is non-negative.

Let $n$ count lowering steps from the all-up state. Shifting the wall by one site now changes $n$ by two, so odd and even $n$ are not related by translation. If $n$ is odd, at least one site must have $S^z=0$, and the energy is at least $D$ (for $D>0$). Even $n$ has no such constraint. The bound alone separates the two parities only at larger $D$ (for $L=8$, $q=0.5$, $D=J$: $E_7=1.16J$, $E_8=0.56J$). At $D=0.1J$ both parities lie above $D$, and they differ in the mean number of sites with $S^z=0$: 1.33 for odd $n$ and 1.13 for even $n$.

Diagonalizing each sector for $L=8$, $q=0.5$, $D=0.1J$ gives these lowest energies:

| $n$ | 6 | 7 | 8 | 9 | 10 |
|---|---|---|---|---|---|
| $E_n/J$ | 0.1259 | 0.1392 | 0.1264 | 0.1392 | 0.1259 |

The translation-related positions $n=6,8,10$ are nearly degenerate, yet the positions between them lie about $0.013J$ higher. Equal energies at translation-related positions thus coexist with a modulation between them, as you suspected. This modulation belongs to states of fixed $n$. The example refutes the step from equal energies at translation-related positions; it is not a chain in which every sector is degenerate. An equal superposition of the $n=6$ and $n=8$ states has mean $n=7$ and energy $0.126J$, below $E_7$. A product kink with a definite azimuth mixes odd and even $n$ and shows almost no modulation. With the $D=0$ profile it costs about $0.143J$, more than either parity, and changes by about $10^{-3}J$ between $x_0=4.5$ and $5.5$; for $L=12$ that change is below $10^{-4}J$. Product states relaxed at fixed mean $n$ ($L=12$) lie near $0.133J$, between the two parities, and vary by less than $10^{-4}J$. At $D=0$ the same chain has 17 zero-energy states, one per sector. For spin 1/2, $(S^z)^2=1/4$ is a constant, so this mechanism is absent.

### The gap above the kinks

For one down spin with amplitude $a_x$, an interior site touches one bond of each type, and the diagonal elements add to 1. With $t=1/(2\Delta)=q/(1+q^2)$,

$$
\frac EJ\,a_x=a_x-t\,(a_{x-1}+a_{x+1}).
$$

Site 1 has only the diagonal element $q^2/(1+q^2)$. The interior equation still holds there if a fictitious $a_0$ obeys $ta_0=a_1/(1+q^2)$, that is, $a_1=qa_0$. At site $L$ the element is $1/(1+q^2)$, which requires $ta_{L+1}=q^2a_L/(1+q^2)$, that is, $a_{L+1}=qa_L$.

The combination $b_x=a_{x+1}-qa_x$ obeys the same recursion and vanishes at $x=0$ and $x=L$. If $b$ vanishes everywhere, $a_x\propto q^x$, the zero-energy state. The other $L-1$ states have $b_x\propto\sin(\pi kx/L)$ and

$$
E_k=J\left[1-\frac{\cos(\pi k/L)}{\Delta}\right],\qquad k=1,\dots,L-1.
$$

This derivation covers one reversed spin. In the full diagonalizations listed above, the lowest excitation of the whole chain also equals $E_1$; I have not proved that for general $L$.

Two limits help. As $q\to0$ (Ising), $E_1\to J$ and the wall becomes sharp. A spin midway between the two domains can still rotate freely, because its neighbours' fields cancel. As $q\to1$, $\Delta=\cosh\kappa\to1$. The wall becomes wide, and the long-chain limit of $E_1$, $J(1-1/\Delta)\approx J\kappa^2/2$, closes.

### Numbers for ten sites

Take $L=10$ and $q=0.5$. Then $\Delta=(0.5+2)/2=1.25$, $A=0.75/1.25=0.6$ and $1/\kappa=1/0.693=1.44$ sites. Diagonalization gives 11 zero levels and a gap of $0.239J$, in agreement with $1-\cos(18^\circ)/1.25$.

In $\psi_5$, the values of $\langle S^z_x\rangle$ from site 5 outwards to site 1 are $-0.2655,-0.4385,-0.4844,-0.4961,-0.4990$. Sites 6 to 10 mirror them with positive sign. For the product kink, moving $x_0$ from 4.5 through 5.0 to 5.5 changes the mean number of down spins from 4.002 through 4.501 to 5.000, at zero energy throughout. The profile matters: replacing $\kappa$ by $1.5\kappa$ at $x_0=5$ raises the energy expectation to $0.020J$.

Now remove the end fields, keeping everything else fixed. The lowest energies for $n=0,\dots,5$ become

$$
0,\;0.173,\;0.263,\;0.291,\;0.297,\;0.299\quad(\text{units of }J).
$$

Only the two uniform states remain at zero. Using $\psi_n$ as a trial state gives $E_n\le(JA/2)\langle S^z_L-S^z_1\rangle\le0.3J$, and a central wall nearly reaches this bound. The energy falls towards the ends, so the ends attract the wall. The special fields cancel that attraction.

If the fields are merely 5% too weak, the same argument bounds the wall energy by $0.05\times0.3J=0.015J$. The computed energies for $n=3$ to $7$ lie just below this and differ by only $2\times10^{-4}J$.

### How far this is from a racetrack

For scale, choose $J=10$ meV, a spacing of 0.3 nm and $g=2$; these are round model values, not those of a material. The wall width $1/\kappa$ is 0.43 nm, whereas walls in metallic racetracks are roughly several to a hundred nanometres wide, so this wall is atypically narrow. The main results convert as follows:

- The gap is 2.39 meV, or 27.8 K. Summing Boltzmann factors over all 1024 levels puts 99.9% of the weight in the ground states at 4 K, but only 2.3% at 300 K. The ground-state picture therefore fails at room temperature for these parameters. Both figures are for ten sites; at a given temperature the weight falls as the chain gets longer.
- The end-field coefficient $JA/2$ is 3 meV, equivalent to 26 T, with opposite directions at the two ends. Exchange could supply it: a fixed spin 1/2 with Ising coupling $G$ to the end spin gives a coefficient $G/2$, so $G=JA=6$ meV, with the fixed spin down at the left and up at the right.
- A stray uniform field of 10 mT tilts the energies by $1.2\times10^{-3}$ meV per site. This is a slope, not a periodic barrier.

Real wires also have defects, rough edges and single-ion anisotropy, which this model omits. In the spin-1 example, anisotropy of $0.1J=1$ meV already produces an odd-even modulation of 0.13 meV between states of fixed $n$. A memory needs some pinning to hold its bits in place: with no barrier, even a weak transverse field, which can change the total $S^z$, or a passing spin wave can move the wall.
